\section*{Bounds on periodic permittivity from two boundary conditions on one cell, part 1}

(Sections cited here and not found follow in the second part.)

\section{The three problems and their order}

Q: I have one rectangular unit cell of a porous insulator, and three solvers that return three different permittivities for it. They differ in what they impose on the cell boundary. What is each of them computing?

A: Call the cell $Y$, its volume $|Y|$, its boundary $\partial Y$ and the outward normal $\mathbf n$. Copies of $Y$ fill space. The local static permittivity $\varepsilon(\mathbf x)$, relative to vacuum, is a real symmetric tensor that may jump at internal interfaces. There are constants $0<\alpha\le\beta$ with
\begin{equation}
\alpha|\boldsymbol\xi|^2\le \boldsymbol\xi\cdot\varepsilon(\mathbf x)\boldsymbol\xi\le\beta|\boldsymbol\xi|^2
\quad\text{for every vector }\boldsymbol\xi .
\label{eq:pos}
\end{equation}
I measure $\mathbf D$ in units of the vacuum permittivity. With no free charge inside,
\begin{equation}
\mathbf E=-\nabla\phi,\qquad \mathbf D=\varepsilon\mathbf E,\qquad \nabla\cdot\mathbf D=0 .
\end{equation}
At an internal interface $\phi$ and the normal part of $\mathbf D$ are continuous. The three boundary conditions are
\begin{align}
\text{L (linear potential):}\quad & \phi=-\mathbf E_0\cdot\mathbf x \ \text{ on }\partial Y,\\
\text{P (periodic):}\quad & \phi+\mathbf E_0\cdot\mathbf x\ \text{ periodic},\ \ \mathbf D\cdot\mathbf n\ \text{ opposite at matching points of opposite faces},\\
\text{N (uniform normal displacement):}\quad & \mathbf D\cdot\mathbf n=\mathbf D_0\cdot\mathbf n\ \text{ on }\partial Y .
\end{align}
Here $\mathbf E_0$ and $\mathbf D_0$ are constant vectors. Angle brackets denote the average over $Y$, and each solver reports the tensor in
\begin{equation}
\langle\mathbf D\rangle=\varepsilon_{\rm eff}\langle\mathbf E\rangle ,
\label{eq:def}
\end{equation}
which I call $\varepsilon_L$, $\varepsilon_P$ or $\varepsilon_N$. The periodic one describes the endlessly repeated material.

Q: You prescribe $\mathbf E_0$ in two cases and $\mathbf D_0$ in the third. Are these really the averages of the fields inside?

A: They are, by the divergence theorem. In cases L and P write
\begin{equation}
\phi=-\mathbf E_0\cdot\mathbf x+w,\qquad \mathbf E=\mathbf E_0-\nabla w .
\label{eq:split}
\end{equation}
The average of the correction is a surface integral,
\begin{equation}
\langle\nabla w\rangle=\frac1{|Y|}\oint_{\partial Y}w\,\mathbf n\,dS .
\label{eq:gradw}
\end{equation}
In case L it vanishes because $w=0$ on $\partial Y$. In case P, $w$ has equal values at matching points of opposite faces, where $\mathbf n$ has opposite signs, so the faces cancel in pairs. Hence $\langle\mathbf E\rangle=\mathbf E_0$ in both.

For case N use $\nabla\cdot(x_i\mathbf D)=D_i+x_i\nabla\cdot\mathbf D=D_i$. Then
\begin{equation}
\langle D_i\rangle=\frac1{|Y|}\oint x_i\,\mathbf D\cdot\mathbf n\,dS
=\frac1{|Y|}\oint x_i\,\mathbf D_0\cdot\mathbf n\,dS=D_{0i}.
\end{equation}
The last step is the same identity applied to the constant field $\mathbf D_0$.

Q: Then the third solver holds a different quantity fixed. A comparison at fixed $\mathbf D_0$ in one case and fixed $\mathbf E_0$ in another proves nothing.

A: Agreed, so I shall compare all three at the same mean field $\mathbf E_0$. For N this means choosing $\mathbf D_0$ so that $\langle\mathbf E\rangle=\mathbf E_0$. To see that such a choice exists, compute the average of $\mathbf E\cdot\mathbf D$ in case N:
\begin{align}
\langle\mathbf E\cdot\mathbf D\rangle
&=-\langle\nabla\phi\cdot\mathbf D\rangle
=-\frac1{|Y|}\oint\phi\,\mathbf D\cdot\mathbf n\,dS\nonumber\\
&=-\frac1{|Y|}\oint\phi\,\mathbf D_0\cdot\mathbf n\,dS
=-\langle\nabla\phi\rangle\cdot\mathbf D_0
=\langle\mathbf E\rangle\cdot\mathbf D_0 .
\label{eq:hillN}
\end{align}
The second equality uses $\nabla\cdot\mathbf D=0$, the third the boundary condition. Suppose now that $\langle\mathbf E\rangle=0$. Then $\langle\mathbf E\cdot\varepsilon\mathbf E\rangle=0$, and positivity forces $\mathbf E=0$ throughout, hence $\mathbf D=0$ and $\mathbf D_0=0$. The linear map from $\mathbf D_0$ to $\langle\mathbf E\rangle$ therefore sends no nonzero vector to zero. In finite dimension it is invertible, and every $\mathbf E_0$ is reached by one $\mathbf D_0$, namely $\mathbf D_0=\varepsilon_N\mathbf E_0$.

With that choice I may use the form \eqref{eq:split} for N as well, now with $\langle\nabla w\rangle=0$.

Q: A capacitance measurement gives stored energy. Does your definition through mean displacement agree with it?

A: The stored energy density is $\tfrac12\varepsilon_0\langle\mathbf E\cdot\mathbf D\rangle$, with $\varepsilon_0$ the vacuum permittivity. What is needed is
\begin{equation}
\langle\mathbf E\cdot\mathbf D\rangle=\mathbf E_0\cdot\langle\mathbf D\rangle
=\mathbf E_0\cdot\varepsilon_{\rm eff}\mathbf E_0 .
\label{eq:hill}
\end{equation}
Equation \eqref{eq:hillN} is this statement for N. For L and P, equation \eqref{eq:split} gives
\begin{equation}
\langle\mathbf E\cdot\mathbf D\rangle=\mathbf E_0\cdot\langle\mathbf D\rangle-\langle\nabla w\cdot\mathbf D\rangle,
\qquad
\langle\nabla w\cdot\mathbf D\rangle=\frac1{|Y|}\oint w\,\mathbf D\cdot\mathbf n\,dS .
\end{equation}
The surface integral vanishes for L because $w=0$. It vanishes for P because $w$ matches on opposite faces while $\mathbf D\cdot\mathbf n$ changes sign. The two definitions agree in all three cases.

Q: Are the three tensors symmetric? If not, the quadratic form in \eqref{eq:hill} would not determine them.

A: They are. Take two solutions of the same type, labelled 1 and 2, with mean fields $\mathbf E_{01}$ and $\mathbf E_{02}$. The steps just made did not need $\mathbf E$ and $\mathbf D$ to come from the same solution, so $\langle\mathbf E_1\cdot\mathbf D_2\rangle=\mathbf E_{01}\cdot\varepsilon_{\rm eff}\mathbf E_{02}$. Exchanging the labels gives $\langle\mathbf E_2\cdot\mathbf D_1\rangle=\mathbf E_{02}\cdot\varepsilon_{\rm eff}\mathbf E_{01}$. The left sides are equal because the local $\varepsilon$ is symmetric. Hence $\varepsilon_{\rm eff}$ is symmetric too.

Q: So far you have three numbers for each $\mathbf E_0$, and no reason for any order among them.

A: The order comes from asking which corrections $w$ each problem admits. Among functions with square-integrable gradient, define
\begin{align}
V_L&=\{w:\ w=0\text{ on }\partial Y\},\\
V_P&=\{w:\ w\text{ periodic}\},\\
V_N&=\{w:\ \langle\nabla w\rangle=0\}.
\end{align}
For any trial $w$, let
\begin{equation}
J(w)=\big\langle(\mathbf E_0-\nabla w)\cdot\varepsilon(\mathbf E_0-\nabla w)\big\rangle .
\label{eq:J}
\end{equation}
I claim that each solution minimizes $J$ over its own space. The key is that the true displacement is orthogonal to every admissible change:
\begin{equation}
\langle\nabla v\cdot\mathbf D\rangle=0\qquad\text{for every }v\in V .
\label{eq:orth}
\end{equation}
For L and P this is the surface integral above with $v$ in place of $w$. For N, the divergence theorem used twice gives
\begin{equation}
\langle\nabla v\cdot\mathbf D\rangle
=\frac1{|Y|}\oint v\,\mathbf D_0\cdot\mathbf n\,dS
=\mathbf D_0\cdot\langle\nabla v\rangle=0 .
\end{equation}

Q: Orthogonality makes $J$ stationary. Why is the stationary value a minimum rather than a saddle?

A: Expand $J$ about the solution $w$, without dropping anything. Since $\mathbf E=\mathbf E_0-\nabla w$ and $\varepsilon$ is symmetric,
\begin{align}
J(w+v)&=\langle(\mathbf E-\nabla v)\cdot\varepsilon(\mathbf E-\nabla v)\rangle\nonumber\\
&=\langle\mathbf E\cdot\varepsilon\mathbf E\rangle-2\langle\nabla v\cdot\varepsilon\mathbf E\rangle+\langle\nabla v\cdot\varepsilon\nabla v\rangle\nonumber\\
&=J(w)+\langle\nabla v\cdot\varepsilon\nabla v\rangle .
\label{eq:expand}
\end{align}
The middle term vanished by \eqref{eq:orth}, and the last term is nonnegative by \eqref{eq:pos}. Together with \eqref{eq:hill},
\begin{equation}
\mathbf E_0\cdot\varepsilon_{\rm eff}\mathbf E_0=\min_{w\in V}J(w).
\label{eq:min}
\end{equation}

Q: You assumed that a solution exists. For N I also doubt that a constraint on an average can produce a condition at every point of the boundary.

A: Existence first. Remove the free additive constant in $V_P$ and $V_N$ by requiring $\langle w\rangle=0$. On each space the product $a(v,w)=\langle\nabla v\cdot\varepsilon\nabla w\rangle$ is then an inner product. By \eqref{eq:pos} and the Poincar\'e inequality, which bounds $\langle w^2\rangle$ by a constant times $\langle|\nabla w|^2\rangle$, its norm is equivalent to the usual norm of functions with square-integrable gradient. The spaces are closed, and $v\mapsto\langle\nabla v\cdot\varepsilon\mathbf E_0\rangle$ is a bounded linear functional. The Riesz representation theorem supplies one $w\in V$ with
\begin{equation}
\langle\nabla v\cdot\varepsilon\nabla w\rangle=\langle\nabla v\cdot\varepsilon\mathbf E_0\rangle\quad\text{for all }v\in V .
\end{equation}
Moving everything to one side gives \eqref{eq:orth}. Choosing $v$ that vanish near $\partial Y$ gives $\nabla\cdot\mathbf D=0$ in the weak sense, which includes the interface conditions. For P, the remaining $v$ give $\oint v\,\mathbf D\cdot\mathbf n\,dS=0$ for all periodic $v$, so $\mathbf D\cdot\mathbf n$ is opposite on opposite faces, as periodicity requires.

Now the doubtful case. Let $u$ be any function with square-integrable gradient, without a constraint. Then $v=u-\langle\nabla u\rangle\cdot\mathbf x$ has zero mean gradient and belongs to $V_N$. Inserting it in \eqref{eq:orth} gives
\begin{equation}
\langle\nabla u\cdot\mathbf D\rangle-\langle\nabla u\rangle\cdot\langle\mathbf D\rangle=0 .
\end{equation}
Set $\mathbf D_0=\langle\mathbf D\rangle$ and turn both terms into surface integrals:
\begin{equation}
\frac1{|Y|}\oint u\,(\mathbf D-\mathbf D_0)\cdot\mathbf n\,dS=0 .
\end{equation}
The boundary values of $u$ are arbitrary, so $\mathbf D\cdot\mathbf n=\mathbf D_0\cdot\mathbf n$ on $\partial Y$. The average constraint leaves so much freedom at the boundary that minimization itself settles the normal displacement there.

Q: Then the inequality must come from comparing the three spaces.

A: Yes. If $w$ vanishes on $\partial Y$, its values match on opposite faces, so it is periodic. If $w$ is periodic, \eqref{eq:gradw} shows that its mean gradient is zero. Therefore
\begin{equation}
V_L\subset V_P\subset V_N .
\label{eq:nest}
\end{equation}
The functional $J$ and the field $\mathbf E_0$ are the same in all three problems. A minimum over a larger set cannot be higher, because the old minimizer is still available. By \eqref{eq:min},
\begin{equation}
\boxed{\ \mathbf E_0\cdot\varepsilon_N\mathbf E_0\le\mathbf E_0\cdot\varepsilon_P\mathbf E_0\le\mathbf E_0\cdot\varepsilon_L\mathbf E_0\ }
\label{eq:main}
\end{equation}
for every $\mathbf E_0$.

Q: What does this mean physically? A boundary condition is not a piece of dielectric.

A: It acts as a constraint on how the field may rearrange itself. At fixed mean field, the potential lowers $\langle\mathbf E\cdot\varepsilon\mathbf E\rangle$ by moving field out of regions of high permittivity and into regions of low permittivity. A linear boundary potential forbids such rearrangement along the boundary, so the cell can store more energy, never less, and then looks more polarizable. The uniform-displacement problem permits any boundary potential with the right mean gradient, including ones that would not fit the neighbouring copies. It can therefore go below the periodic value.

Q: Does the order hold for each tensor component?

A: It holds for each diagonal component, on taking $\mathbf E_0$ along a coordinate axis. It also holds for eigenvalues listed by size: the $k$th smallest eigenvalue is the minimum, over $k$-dimensional subspaces, of the largest value of the quadratic form on unit vectors, and \eqref{eq:main} orders the forms vector by vector. Off-diagonal components are not ordered by it. If $\Delta=\varepsilon_L-\varepsilon_P$, the inequality requires $\Delta_{xy}^2\le\Delta_{xx}\Delta_{yy}$, which allows either sign of $\Delta_{xy}$.

Q: Would the same proof serve for a lossy dielectric at high frequency?

A: No. With complex $\varepsilon$, $J$ is complex and has no minimum. With a real but negative $\varepsilon$ in part of the cell, the last term of \eqref{eq:expand} can be negative. The proof covers static fields, or slow fields with negligible loss, in a linear medium of positive permittivity.

\section{Equality, choice of cell, and a porous example}

Q: Before I raise doubts about using this, state what carries over.

A: The cell is $Y$, with local relative permittivity $\varepsilon(\mathbf x)$, real, symmetric and positive. The potential is $\phi=-\mathbf E_0\cdot\mathbf x+w$, so $\mathbf E=\mathbf E_0-\nabla w$, and $\mathbf D=\varepsilon\mathbf E$. The correction $w$ vanishes on $\partial Y$ for L, is periodic for P, and has zero mean gradient for N; these spaces are nested, $V_L\subset V_P\subset V_N$. In case N the minimizer has $\mathbf D\cdot\mathbf n=\langle\mathbf D\rangle\cdot\mathbf n$ on $\partial Y$. Each $\mathbf E_0\cdot\varepsilon_{\rm eff}\mathbf E_0$ is the minimum of $J(w)=\langle\mathbf E\cdot\varepsilon\mathbf E\rangle$ over its space. About a minimizer, $J(w+v)=J(w)+\langle\nabla v\cdot\varepsilon\nabla v\rangle$ for admissible $v$. Hence $\varepsilon_N\le\varepsilon_P\le\varepsilon_L$ as quadratic forms.

We have shown that, at the same mean field, the uniform-displacement and linear-potential problems bound the periodic permittivity from below and above, $\varepsilon_N\le\varepsilon_P\le\varepsilon_L$ as quadratic forms. It remains to find when equality holds, how the bounds depend on the choice and size of the cell, and how large the gaps are in a porous example.
